Stationary levels in closed electrophoresis cells

**The problem**

Silica particles from a polishing slurry are diluted in water containing 1 mM of a monovalent salt. Their electrophoretic mobility, velocity divided by field, is to be found by watching them through a microscope. The horizontal cell is closed at both ends. Its silica walls are charged, so the field moves the liquid as well as the particles. At what depth must one look to see the particles' own velocity?

Answer this for a cylinder of radius R and for a slit between flat faces at y = ±h, whose half-width w is much larger than h. Then find how far a flat cell 1 mm high and 10 mm wide departs from the ideal slit.

The field E is uniform and points along z, and velocities along E are positive. The liquid is Newtonian, with viscosity η, density ρ and permittivity ε. All walls have the same zeta potential ζ, the potential at the surface where the liquid sticks. The double layers are thin compared with R and h. The flow is steady and is viewed far from the ends. Depths are true depths in the liquid, measured from the centre; they are not readings of microscope travel.

**A first estimate by scaling**

The field pulls on the charged liquid beside the wall and drives it at some velocity u_s. The closed ends allow no net flow, so a pressure gradient builds up and sends liquid back through the core. Let L stand for R or h. The return velocity must be of order u_s and must vary over a distance of order L, so the viscous force per volume gives

G = dp/dz ~ ηu_s/L².

To locate the level of rest, replace the smooth flow by two streams of equal and opposite speed. Zero net flow then requires equal cross-sectional areas. In the cylinder,

πr² = πR²/2, so r ≈ R/√2 = 0.707R.

In the slit, area is proportional to height, so

y ≈ ±h/2.

Neither estimate contains u_s. This suggests that the level depends on the shape of the cell and not on the strength of the wall charge. The assumption of equal speeds has still to be examined.

**The exact solution of the thin-layer model**

*Slip at the wall.* Let ψ be the double-layer potential, equal to ζ at the wall and zero in the neutral liquid. The charge density is −ε∇²ψ by Poisson's equation. The velocity u points along z and does not vary along z, so a steady flow has no acceleration. Viscous, pressure and electric forces balance:

η∇²u − G − εE∇²ψ = 0.

First set G = 0. Then u − εEψ/η satisfies Laplace's equation. With a no-slip wall its boundary value is the constant −εEζ/η, so it has this value throughout the liquid:

u = −(εE/η)(ζ − ψ).

Outside the double layer ψ = 0, and

u_s = −εζE/η.

A negative wall gives a positive u_s, because the mobile charge beside it is positive. For the outer liquid a thin layer therefore acts as a wall moving at u_s. The pressure-driven flow is added to this, since the equation is linear.

*Cylinder.* In the neutral liquid

(1/r) d(r du/dr)/dr = G/η.

One integration gives r du/dr = Gr²/(2η); the constant vanishes because the velocity gradient is finite on the axis. A second integration, with u = u_s at r = R, gives

u = u_s − (G/4η)(R² − r²).

The net flow must vanish:

0 = ∫₀ᴿ 2πr u dr = πR²u_s − (G/4η)·2π(R⁴/2 − R⁴/4)
= πR²[u_s − GR²/(8η)].

Hence G = 8ηu_s/R². With U = u/u_s,

U = 1 − 2(1 − r²/R²) = 2r²/R² − 1.

The liquid is at rest at

r = R/√2.

On the axis it moves backwards at the full slip speed, U = −1.

*Wide slit.* Here d²u/dy² = G/η. Symmetry about y = 0 and u = u_s at both faces give

u = u_s − (G/2η)(h² − y²).

The mean of h² − y² over the height is 2h²/3. Zero net flow therefore requires

u_s − Gh²/(3η) = 0, so G = 3ηu_s/h².

Substitution gives

U = 1 − (3/2)(1 − y²/h²) = (3y²/h² − 1)/2.

There are two levels of rest:

y = ±h/√3.

At the centre U = −1/2.

Neither level depends on ζ, E or η. The closed ends are essential: in an open cell with no pressure difference U = 1 throughout the neutral liquid, and no stationary level exists.

These results were tested without assuming a slip velocity. The nonlinear Poisson–Boltzmann equation and the force balance were solved together, with no slip at the wall and zero net flow, for ζ = −50 mV and for R or h equal to 100 and 200 Debye lengths. Linear extrapolation to zero layer thickness gave both ratios, r/R and y/h, within 0.0003 of the formulas.

**Comparison of estimate and solution**

The two-stream estimate gives the right level in the cylinder. The reason appears when U is written in terms of the enclosed area fraction a = r²/R²:

U = 2a − 1.

This is antisymmetric about a = 1/2. The inner and outer halves of the area therefore carry equal and opposite flows, as the estimate assumed.

In the slit the area fraction is a = y/h, and U = (3a² − 1)/2 is curved. The mean of U between the centre and the level is (1/3 − 1)/2 = −1/3. The core occupies a fraction 0.577 of the area and the outer stream 0.423, so zero net flow makes the outer mean (1/3)(0.577/0.423) = 0.455. The core is slower and needs more area, which moves the level outwards from 0.5h to 0.577h. The estimate is 13% too small relative to the solution.

The scaling of the pressure gradient is also right, but its numerical factors are 8 for the cylinder and 3 for the slit.

**What the microscope shows**

Let the particles be dilute and small compared with the distance over which the flow varies. Each then adds its own velocity to that of the local liquid. With particle mobility μ_p and slip mobility μ_s = u_s/E, the observed mobility is

μ_obs = μ_p + μ_s U.

Take R = 1 mm, h = 0.5 mm, ζ = −50 mV, E = 5 V/cm and μ_p = −3.00. All mobilities here are in units of 10⁻⁴ cm²/(V s). At 25 °C, with relative permittivity 78.4 and viscosity 0.89 mPa s, the slip formula gives μ_s = 3.90. The slip velocity is 19.5 µm/s and the particle velocity −15.0 µm/s.

In the cylinder the level lies 0.707 mm from the axis, or 0.293 mm from the wall. The observed mobilities are

axis: −3.00 − 3.90 = −6.90
level: −3.00
r = 0.95R: −3.00 + 3.90 × 0.805 = 0.14.

In the ideal slit the levels lie 0.289 mm from the centre, or 0.211 mm from the nearer face. The centre gives −3.00 − 1.95 = −4.95, and y = 0.95h gives 0.33. Near either wall these negative particles appear to move as positive ones would, because the liquid carries them forward faster than they migrate backwards.

At the estimated slit level, y = h/2, U = −1/8. The observed value would be −3.00 − 0.49 = −3.49, an error of 16% relative to the particle mobility.

Focusing matters because the liquid velocity changes with depth. Differentiating the two profiles at their levels gives

dU/dr = 2√2/R and dU/dy = √3/h.

A depth error of 10 µm therefore changes the observed mobility by 0.110 in the cylinder and 0.135 in the slit, to first order.

**The flat cell of finite width**

Side walls hinder the return flow. Let φ solve ∇²φ = −1 in the rectangle |x| < w, |y| < h, with φ = 0 on its boundary. If the side walls have the same ζ as the faces, then

u = u_s − (G/η)φ.

Between infinite faces φ would be (h² − y²)/2. To satisfy the condition at x = ±w, expand this parabola in cosines that vanish at the faces, with k_n = nπ/(2h) and n odd. Two integrations by parts give the coefficients

a_n = (1/h)∫₋ₕʰ [(h² − y²)/2] cos(k_n y) dy = 2 sin(k_n h)/(h k_n³).

The required solution is

φ = (h² − y²)/2 − Σ a_n cos(k_n y) cosh(k_n x)/cosh(k_n w).

Each term of the sum satisfies Laplace's equation, and at x = ±w the sum cancels the parabola.

For the mean over the section, the parabola gives h²/3. The cosine averages to sin(k_n h)/(k_n h), and the ratio of hyperbolic cosines to tanh(k_n w)/(k_n w). Since sin²(k_n h) = 1, the sum averages to

Σ 2 tanh(k_n w)/(h²w k_n⁵) = [64h³/(π⁵w)] Σ tanh(nπw/2h)/n⁵.

Dividing by h²/3 gives the fractional loss of pressure-driven flow:

D = (192/π⁵)(h/w) Σ tanh(nπw/2h)/n⁵, n odd.

The mean of φ is thus (h²/3)(1 − D), and zero net flow requires G/η = u_s divided by this mean. On the mid-width line x = 0 the sum in φ is exponentially small for a wide cell, so

U = 1 − (3/2)(1 − y²/h²)/(1 − D).

Setting U = 0 gives

y²/h² = 1 − (2/3)(1 − D) = 1/3 + 2D/3.

As w/h grows, D tends to zero and the ideal slit returns. For w/h = 10, D = 0.0630 and

y/h = √(0.3333 + 0.0420) = 0.613.

The level is 0.306 mm from the centre, 17.7 µm farther out than in the ideal slit. An observer who stays at h/√3 sees U = 1 − 1/(1 − D) = −0.067, and hence a mobility error of −0.262. This is 8.7% of the particle mobility, so a width ten times the height is not enough to ignore the side walls here. Two-dimensional finite-difference solutions for w/h = 10 and 20 agreed with the corrected y/h within 0.0005.

**Other limits of the model**

*Layer thickness.* Define δ as the integral of ψ/ζ over distance from the wall. The double layer lowers the mean electroosmotic velocity by the fraction δ/h in the slit and, to first order, 2δ/R in the cylinder. The return flow weakens by the same fraction:

slit: 0 = 1 − (3/2)(1 − δ/h)(1 − y²/h²)
cylinder: 0 = 1 − 2(1 − 2δ/R)(1 − r²/R²).

To first order y²/h² = 1/3 − 2δ/(3h) and r²/R² = 1/2 − δ/R. The levels move inwards by δ/√3 and δ/√2. For this salt the Debye length is 9.6 nm, and the Poisson–Boltzmann potential of a flat wall gives δ = 9.1 nm. The shifts are 5.3 nm and 6.5 nm, negligible beside a focusing error of micrometres. In channels whose size approaches δ the thin-layer result fails.

*Unequal faces.* Suppose deposited particles change one face of the ideal slit, so that the slips are u_s(1 + d) at y = h and u_s(1 − d) at y = −h. The linear profile yd/h is then added to U. It carries no net flow and leaves G unchanged. At the two levels it gives errors ±d/√3, which cancel in the average of the two readings. For d = 0.05 each reading is wrong by 0.113 in mobility. Averaging the readings at both levels therefore removes this error in the ideal slit. In the cell with w/h = 10, if the side walls keep the slip of the unchanged face, about 0.011 in mobility remains in the average. A difference between them is a warning but does not identify the cause, since a depth offset shared by both readings also shifts them in opposite directions.

*Start-up.* After the field is switched on, the departure from steady flow obeys ρ∂v/∂t = η∇²v − g(t), where g is the changing part of the pressure gradient. It vanishes at the wall and has zero net flow. With equal faces the flow in the slit stays symmetric about y = 0, so only even modes are excited. These are cos(ky/h) − cos k, and zero flow requires sin k/k = cos k, or tan k = k. In a cylinder with a uniform wall only axisymmetric modes are excited. They are J₀(kr/R) − J₀(k), with J₀ and the other J's Bessel functions. Zero flow requires 2J₁(k)/k = J₀(k), which the recurrence J₀ + J₂ = 2J₁/k turns into J₂(k) = 0. The smallest positive roots are 4.493 and 5.136. The decay time ρL²/(ηk²) is 14 ms for the ideal slit and 42 ms for the cylinder. After five decay times the slowest mode has fallen to e⁻⁵, or 0.7%, of its initial size.

The flat cell of finite width is slower. There only the total flow over the section must vanish, so liquid can move forward near the side walls and backward near the middle. Such modes decay almost as slowly as flow in an open slit, where k = π/2 and the decay time is 0.11 s. For w/h = 10 the slowest mode symmetric about the mid-width line, the kind that uniform walls excite, takes 0.105 s. Its amplitude at mid-width is small and shrinks as the cell widens. At the corrected level U is still 0.015 at 70 ms after switching on, a mobility error of about 2%, and 0.004 at 0.2 s. In this cell the field should be held for a few tenths of a second before the steady levels are used.

*Heating.* With conductivity σ and thermal conductivity K, the steady heat equation K∇²T = −σE² gives a centre-to-wall rise of σE²R²/(4K) in the cylinder and σE²h²/(2K) in the slit. For rough values σ = 0.015 S/m and K = 0.60 W/(m K), these are 1.6 mK and 0.8 mK. Without heat loss the liquid would warm by 9 mK in 10 s. At roughly 2% per kelvin, its viscosity would change by 0.02%. Convection caused by outside temperature differences is not included.

**Beside a real measurement**

The wall potential, particle mobility, field and cell sizes are rough typical values for dilute silica in millimetre-sized silica cells; they do not describe a particular instrument or slurry. An undiluted polishing slurry would violate the assumption of independent particles and could be too turbid to observe at depth. Dilution should preserve pH and salt content, since both affect the surface charge. Among the departures sized here, the side walls of the flat cell matter most, at 8.7% of the particle mobility. A 10 µm depth error costs 3.7% in the cylinder and 4.5% in the ideal slit, and a 10% difference between the face slips costs 3.8% in the ideal slit if only one level is read. At the corrected level of the 1 × 10 mm cell the slope is 3y/[h²(1 − D)] = 1.96/h and the face term is 0.613d, so these two costs rise to about 5.1% and 4.0%. The numerical output lists the values for both cells.

Computed values

```
Temperature: 298.15 K
Relative permittivity: 78.4
Viscosity: 0.89 mPa s
Density: 997 kg/m^3
Salt concentration: 1.0 mM
Wall zeta potential: -50.0 mV
Field: 5.0 V/cm
Debye length: 9.61 nm
Layer thickness delta: 9.14 nm
Mobilities below are in 1e-4 cm^2/(V s)
Wall slip mobility: 3.900
True particle mobility: -3.000
Slip velocity: 19.50 um/s
Particle velocity: -15.00 um/s
cylinder: radius or half-height: 1.000 mm
cylinder: level/size: 0.70711
cylinder: level from centre: 0.7071 mm
cylinder: level from wall: 0.2929 mm
cylinder: observed mobility at centre: -6.900
cylinder: observed mobility at level: -3.000
cylinder: observed mobility at 0.95 of size: 0.139
cylinder: inward shift by layer: 6.46 nm
cylinder: mobility error, 10 um depth error: 0.110
cylinder: start-up mode number k: 5.1356
cylinder: start-up decay time: 42.47 ms
cylinder: centre-wall temperature rise: 1.562 mK
slit: radius or half-height: 0.500 mm
slit: level/size: 0.57735
slit: level from centre: 0.2887 mm
slit: level from wall: 0.2113 mm
slit: observed mobility at centre: -4.950
slit: observed mobility at level: -3.000
slit: observed mobility at 0.95 of size: 0.329
slit: inward shift by layer: 5.28 nm
slit: mobility error, 10 um depth error: 0.135
slit: start-up mode number k: 4.4934
slit: start-up decay time: 13.87 ms
slit: centre-wall temperature rise: 0.781 mK
Flat cell width/height: 10.0
Side-wall flux deficit D: 0.06302
Corrected flat-cell level/half-height: 0.61266
Corrected flat-cell level: 0.3063 mm
Outward shift: 17.65 um
Mobility error if side walls ignored: -0.262
Same error relative to particle mobility: 8.74 %
Face slip asymmetry d: 0.050
Error at one level from unequal faces: +-0.113
Warming in 10 s without heat loss: 9.00 mK
Viscosity change from that warming: 0.0180 %
```
